**Anderson impurity model: a free bath enters impurity correlators only through Δ(iω)**

For $H=H_{\rm loc}(d)+c^\dagger hc+(c^\dagger Vd+{\rm h.c.})$ with a finite quadratic bath at inverse temperature $\beta$, the ratio $Z/Z_{\rm bath}$ and the impurity correlators are fixed by $\Delta(z)=V^\dagger(z-h)^{-1}V$ at $z=i\omega_n$, $\omega_n=(2n+1)\pi/\beta$; with $M$ slices of width eps $=\beta/M$ and $T=\,:\!e^{-{\rm eps}\,H}\!:$ the bath enters through $\Delta(z_n)$, $z_n=(1-e^{-i\omega_n{\rm eps}})/{\rm eps}$. Energies are in units of the hopping $t$, with impurity level $\varepsilon_d=-1.5$, repulsion $U=4$, $\beta=2$, coupling $V=1$ and bath level $\varepsilon_b=0.5$. The program asserts the Gaussian Berezin identity with an explicit Grassmann algebra, the equality of $\Delta(i\omega_n)$ for a ring, a chain and a star, the Fourier transform of $\Delta(\tau)$ by quadrature, and the recovery of the poles of $\Delta$ from six Matsubara values. By exact diagonalization it asserts that nine impurity quantities agree among the three baths to $10^{-9}$, that each differs by more than $10^{-3}$ for a chain coupled at its middle site, that the dark orbital of the ring shifts $\ln Z$ and the bath filling by the free amounts, and that the $U=0$ Green function and the Matsubara sum for $\langle H_{\rm hyb}\rangle$ hold. At $M=8$ it asserts that Fock-space traces of $T$ equal the determinant sum of the effective action, also for a random spin-mixing bath with matrix $\Delta$, and at large $M$ that the errors halve from $M=800$ to $1600$. For a Hubbard-atom bath sharing its $\Delta$ with a free two-level bath it asserts that the impurity results differ, with a gap in $\ln(Z/Z_{\rm bath})$ scaling as $V^4$. The output shows a largest deviation of chain and star from the ring of $3.6\times10^{-15}$, $Z_{\rm imp}=53.31877879$ on both sides at $M=8$, and a power of $V$ equal to 3.998.

## Numerical verification

```python
# Result under test. H = H_loc(d) + c^+ h c + (c^+ V d + h.c.), free bath h, inverse temperature beta.
# Delta(z) = V^+ (z-h)^-1 V.  Claim: Z = Z_bath * Z_imp[Delta] and all impurity correlators depend on
# the bath only through Delta(i w_n).  Finite-slice form (eps = beta/M, T = :exp(-eps H):):
#   Tr T^M = det(1+(1-eps h)^M) * Int exp(-S_eff),  kernel a_n = -eps e^{i w eps}(z_n - e_d - Delta(z_n)),
#   z_n = (1-e^{-i w_n eps})/eps.   Modes 0,1 = impurity up, down.  Energies in units of the hopping t.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm

rng = np.random.default_rng(1)
I2 = np.eye(2)

# ---------- Berezin integration from the definition ----------
def gmul(x, y):
    out = {}
    for a, u in x.items():
        for b, v in y.items():
            if a & b:
                continue
            swaps = sum(bin(a >> (j + 1)).count("1") for j in range(b.bit_length()) if (b >> j) & 1)
            out[a | b] = out.get(a | b, 0) + u * v * (-1) ** swaps
    return out

def gexp(x):
    total, term, p = {0: 1.0}, {0: 1.0}, 0
    while term:
        p += 1
        term = {m: v / p for m, v in gmul(term, x).items()}
        for m, v in term.items():
            total[m] = total.get(m, 0) + v
    return total

def gint(x, j):
    return {m ^ (1 << j): v * (-1) ** bin(m & ((1 << j) - 1)).count("1")
            for m, v in x.items() if (m >> j) & 1}

def bilinear(mat, left, right):
    out = {}
    for i, l in enumerate(left):
        for j, r in enumerate(right):
            for m, v in gmul({1 << l: mat[i, j]}, {1 << r: 1.0}).items():
                out[m] = out.get(m, 0) + v
    return out

crand = lambda *s: rng.normal(size=s) + 1j * rng.normal(size=s)
cb, cc, db, dd = [0, 2, 4], [1, 3, 5], [6, 8], [7, 9]
Bm, Vm, Wm = crand(3, 3), crand(3, 2), crand(2, 3)
lhs = gexp({**bilinear(-Bm, cb, cc), **bilinear(-Vm, cb, dd), **bilinear(-Wm, db, cc)})
for i in range(3):
    lhs = gint(gint(lhs, cc[i]), cb[i])
rhs = gexp(bilinear(Wm @ np.linalg.inv(Bm) @ Vm, db, dd))
berezin_err = max(abs(lhs.get(m, 0) - np.linalg.det(Bm) * rhs.get(m, 0)) for m in set(lhs) | set(rhs))
assert berezin_err < 1e-10 and len(rhs) >= 6

# ---------- Fock space ----------
def annihilators(n):
    a, zz, ops = sp.csr_matrix([[0., 1.], [0., 0.]]), sp.diags([1., -1.]), []
    for j in range(n):
        op = sp.identity(1)
        for i in range(n):
            op = sp.kron(op, zz if i < j else (a if i == j else sp.identity(2)))
        ops.append(op.tocsr())
    return ops

def rows_times_c(mat, c):
    out = []
    for i in range(len(c)):
        b = sp.csr_matrix(c[0].shape, dtype=mat.dtype)
        for j in range(len(c)):
            if mat[i, j] != 0:
                b = b + c[j] * mat[i, j]
        out.append(b)
    return out

def one_body(mat, c):
    out = sp.csr_matrix(c[0].shape, dtype=mat.dtype)
    for ci, bi in zip(c, rows_times_c(mat, c)):
        out = out + ci.T @ bi
    return out

def diagonalize(hm, inter, beta):
    c = annihilators(len(hm))
    n = [(x.T @ x).diagonal() for x in c]
    H = one_body(hm, c).toarray()
    for i, j, u in inter:
        H += np.diag(u * n[i] * n[j])
    E, v = np.linalg.eigh(H)
    E0 = E[0]; E = E - E0
    w = lambda tau: np.exp(-tau * E)
    Z = w(beta).sum(); p = w(beta) / Z
    dens = (v ** 2) @ p
    hyb = hm.copy(); hyb[:2, :2] = 0; hyb[2:, 2:] = 0
    a, b = v.T @ (c[0] @ v), v.T @ (c[1] @ v)
    sz = v.T @ ((0.5 * (n[0] - n[1]))[:, None] * v)
    half = np.outer(w(beta / 2), w(beta / 2)) / Z
    X = (w(.25 * beta)[:, None] * a * w(.25 * beta)[None, :]) @ b
    Y = (w(.3 * beta)[:, None] * b.T * w(.2 * beta)[None, :]) @ a.T
    wt = a ** 2 * (p[:, None] + p[None, :]); keep = wt > 1e-18
    wts, poles = wt[keep], (E[None, :] - E[:, None])[keep]
    G = lambda z: np.sum(wts / (z - poles))
    g0 = G(1j * np.pi / beta)
    return dict(lnZ=np.log(Z) - beta * E0, n_d=dens @ (n[0] + n[1]), D=dens @ (n[0] * n[1]),
                Nbath=dens @ (sum(n) - n[0] - n[1]), ReG0=g0.real, ImG0=g0.imag,
                Ghalf=-np.sum(a ** 2 * half), SzSz=np.sum(sz ** 2 * half), G4=np.sum(X * Y.T) / Z,
                Ehyb=np.sum(v * (one_body(hyb, c) @ v), axis=0) @ p, G=G)

def transfer_builder(hm, U):
    # normal-ordered exponential, order by order: :X^p:/p! = sum_i c_i^+ (:X^(p-1):/(p-1)!) (X c)_i / p
    c = annihilators(len(hm)); b = rows_times_c(-hm, c)
    N = [sp.identity(c[0].shape[0], format="csr")]
    for p in range(1, len(c) + 1):
        acc = sp.csr_matrix(c[0].shape, dtype=hm.dtype)
        for ci, bi in zip(c, b):
            acc = acc + ci.T @ N[-1] @ bi
        N.append(acc / p)
    def T(eps):
        g = N[0]
        for p in range(1, len(N)):
            g = g + N[p] * eps ** p
        return (g - (c[0].T @ c[1].T @ g @ c[1] @ c[0]) * (eps * U)).toarray()
    return c, T

def trace_side(hm, U, beta, M, s, spin):
    c, T = transfer_builder(hm, U); eps = beta / M; Tm = T(eps)
    P, Q = np.linalg.matrix_power(Tm, M - s), np.linalg.matrix_power(Tm, s)
    tr = lambda x, y: np.sum((x.T @ P.T).T * (y.T @ Q.T))      # Tr[P x Q y]
    Z = np.sum(P * Q.T); hb = hm[2:, 2:]; one = np.eye(len(hb))
    zb = np.linalg.det(one + np.linalg.matrix_power(one - eps * hb, M))
    return np.array([Z / zb, tr(c[0], c[spin].T) / Z, tr(c[0] @ c[0].T, c[1] @ c[1].T) / Z])

def action_side(delta, e_imp, U, beta, M, s, spin):
    eps, k = beta / M, np.arange(M)
    A = np.zeros((2 * M, 2 * M), complex)
    for n in range(M):
        w = (2 * n + 1) * np.pi / beta; ph = np.exp(1j * w * eps); z = (1 - 1 / ph) / eps
        A += np.kron(np.exp(-1j * w * eps * (k[:, None] - k[None, :])) / M,
                     -eps * ph * (z * I2 - e_imp - delta(z)))
    S = np.eye(M, k=-1); S[0, M - 1] = -1
    G = np.linalg.inv(A); R = np.vstack([G, np.kron(S, I2) @ G])
    ext = [([], []), ([2 * s], [spin]), ([2 * s, 1], [2 * s, 1])]
    acc = np.zeros(3, complex)
    for r in range(M + 1):
        for K in itertools.combinations(range(M), r):
            idx = [2 * q + sg for q in K for sg in (0, 1)]
            for m, (er, ec) in enumerate(ext):
                rows, cols = er + [2 * M + i for i in idx], ec + idx
                acc[m] += (-eps * U) ** r * (np.linalg.det(R[np.ix_(rows, cols)]) if rows else 1.0)
    return np.array([np.linalg.det(A) * acc[0], acc[1] / acc[0], acc[2] / acc[0]])

# ---------- model ----------
ed, U, beta, V, eb, t = -1.5, 4.0, 2.0, 1.0, 0.5, 1.0
def spinful(e_d, hb, v):
    n = len(hb); h = np.zeros((n + 1, n + 1)); h[0, 0] = e_d
    h[1:, 1:] = hb; h[1:, 0] = v; h[0, 1:] = v
    return np.kron(h, I2)
def delta_of(hm):
    hb, v = hm[2:, 2:], hm[2:, :2]
    return lambda z: v.conj().T @ np.linalg.solve(z * np.eye(len(hb)) - hb, v.astype(complex))
lnZbath = lambda hm: np.sum(np.log1p(np.exp(-beta * np.linalg.eigvalsh(hm[2:, 2:]))))
ring = eb * np.eye(4) - t * np.array([[0, 1, 1, 0], [1, 0, 0, 1], [1, 0, 0, 1], [0, 1, 1, 0.]])
chain = eb * np.eye(3) - np.sqrt(2) * t * (np.eye(3, k=1) + np.eye(3, k=-1))
star_e, star_v = eb + 2 * t * np.array([-1., 0, 1]), V * np.array([.5, np.sqrt(.5), .5])
models = dict(ring=spinful(ed, ring, [V, 0, 0, 0]), chain=spinful(ed, chain, [V, 0, 0]),
              star=spinful(ed, np.diag(star_e), star_v), middle=spinful(ed, chain, [0, V, 0]))
wn = lambda n: (2 * n + 1) * np.pi / beta
print(f"inputs [t]: e_d={ed} U={U} V={V} e_b={eb} t={t}; beta={beta} [1/t]")
print(f"chain hopping={np.sqrt(2)*t:.6f} [t]; w_0={wn(0):.6f} [t]")
print("ring levels [t]:", np.round(np.linalg.eigvalsh(ring), 6) + 0.0)
print("star levels [t]:", star_e, " couplings [t]:", np.round(star_v, 6))
print(f"Berezin Gaussian identity, max error {berezin_err:.1e}")
dl = {k: delta_of(h) for k, h in models.items()}
for n in range(5):
    for k in ("chain", "star"):
        assert np.allclose(dl[k](1j * wn(n)), dl["ring"](1j * wn(n)), atol=1e-12)
for k in models:
    print(f"Delta(iw_0) {k:6s} = {dl[k](1j*wn(0))[0,0]:.6f} [t]")

# Delta(tau) transforms to Delta(i w)
xg, wg = np.polynomial.legendre.leggauss(40); tau = beta * (xg + 1) / 2
hole = np.linalg.inv(np.eye(4) + expm(-beta * ring))
dtau = lambda x: -V ** 2 * (expm(-x * ring) @ hole)[0, 0]
vals = np.array([dtau(x) for x in tau])
for n in range(3):
    assert abs(beta / 2 * np.sum(wg * vals * np.exp(1j * wn(n) * tau)) - dl["star"](1j * wn(n))[0, 0]) < 1e-10
print(f"Delta(tau=beta/2) = {dtau(beta/2):.6f} [t^2]")

# six Matsubara values fix the rational function
zs = np.array([1j * wn(n) for n in range(-3, 3)]); ds = np.array([dl["ring"](z)[0, 0] for z in zs])
co = np.linalg.solve(np.array([[1, z, z * z, -d, -d * z, -d * z * z] for z, d in zip(zs, ds)]), ds * zs ** 3)
rebuilt = lambda z: I2 * np.polyval(co[2::-1], z) / np.polyval([1, co[5], co[4], co[3]], z)
poles = np.sort(np.roots([1, co[5], co[4], co[3]]).real)
assert np.allclose(poles, star_e, atol=1e-8)
print("poles rebuilt from 6 Matsubara values [t]:", np.round(poles, 6))

# exact diagonalization of the full models
res = {k: diagonalize(h, [(0, 1, U)], beta) for k, h in models.items()}
for k in res:
    res[k]["lnZimp"] = res[k]["lnZ"] - lnZbath(models[k])
labels = dict(lnZimp="ln(Z/Zbath)", n_d="n_d", D="<n_up n_dn>", ReG0="Re G(iw0) [1/t]",
              ImG0="Im G(iw0) [1/t]", Ghalf="G(beta/2)", SzSz="<Sz(b/2)Sz>", G4="G4", Ehyb="<H_hyb> [t]")
print("G4=<d_up(.75b) d_dn(.5b) d+_dn(.2b) d+_up(0)>, b=beta")
print("quantity           ring      chain     star      middle(control)")
spread = 0
for key, lab in list(labels.items()) + [("lnZ", "ln Z"), ("Nbath", "N_bath")]:
    print(f"{lab:16s}" + "".join(f"{res[k][key]:10.6f}" for k in models))
    if key in labels:
        spread = max(spread, *(abs(res[k][key] - res["ring"][key]) for k in ("chain", "star")))
agree_tol = 1e-9
assert spread < agree_tol
# control with a different Delta: every impurity quantity must move far beyond the agreement tolerance
control = {key: abs(res["middle"][key] - res["chain"][key]) for key in labels}
assert min(control.values()) > 1e6 * agree_tol
assert control["lnZimp"] > 1e-2 and control["Ehyb"] > 1e-2
print(f"max spread ring/chain/star = {spread:.1e}; smallest control difference = {min(control.values()):.2e}")
dark_lnZ, dark_N = 2 * np.log1p(np.exp(-beta * eb)), 2 / (np.exp(beta * eb) + 1)
assert abs(res["ring"]["lnZ"] - res["star"]["lnZ"] - dark_lnZ) < 1e-9
assert abs(res["ring"]["Nbath"] - res["star"]["Nbath"] - dark_N) < 1e-9
print(f"dark orbital: lnZ shift {dark_lnZ:.6f}, N_bath shift {dark_N:.6f}")

# U = 0 closed form; hybridization energy as a Matsubara sum (1/(iw)^2 tail summed exactly)
free = diagonalize(models["chain"], [], beta)
for n in range(4):
    z = 1j * wn(n)
    assert abs(free["G"](z) - 1 / (z - ed - dl["ring"](z)[0, 0])) < 1e-10
print(f"U=0: G(iw0) = {free['G'](1j*wn(0)):.6f} [1/t]")
ssum = sum(2 * (dl["star"](1j * wn(n))[0, 0] * res["chain"]["G"](1j * wn(n)) + V ** 2 / wn(n) ** 2).real
           for n in range(1000)) / beta - V ** 2 * beta / 4
assert abs(4 * ssum - res["ring"]["Ehyb"]) < 1e-7
print(f"(2/beta) sum tr Delta G = {4*ssum:.6f} [t]")

# finite number of slices: Fock trace against effective action
M, s = 8, 3
z0 = (1 - np.exp(-1j * wn(0) * beta / M)) * M / beta
print(f"M={M}, s={s}: eps={beta/M} [1/t], z_0={z0:.6f} [t], Delta(z_0)={rebuilt(z0)[0,0]:.6f} [t]")
print("columns: Z_imp, <d_up T^s d+_up>, <(1-n_up) T^s (1-n_dn)>")
act = action_side(rebuilt, ed * I2, U, beta, M, s, 0)
print("action(rebuilt Delta):", " ".join(f"{x.real:.8f}" for x in act))
for k in ("ring", "chain", "star"):
    tr = trace_side(models[k], U, beta, M, s, 0)
    assert np.allclose(tr, act, rtol=1e-7, atol=1e-10)
    print(f"trace {k:6s}         :", " ".join(f"{x.real:.8f}" for x in tr))
hr = crand(6, 6); hr = 0.4 * (hr + hr.conj().T)
tr, ac = trace_side(hr, U, beta, M, s, 1), action_side(delta_of(hr), hr[:2, :2], U, beta, M, s, 1)
assert np.allclose(tr, ac, rtol=1e-8, atol=1e-11) and abs(tr[1]) > 1e-5
print(f"random spin-mixing bath: <d_up T^s d+_dn> trace {tr[1]:.8f}")
print(f"                                          action {ac[1]:.8f}")

# convergence in M
c, T = transfer_builder(models["chain"], U); errs = []
for Mb in (400, 800, 1600):
    P = np.linalg.matrix_power(T(beta / Mb), Mb // 2); Z = np.sum(P * P.T)
    g = -np.sum((c[0].T @ P.T).T * (c[0] @ P.T)) / Z
    errs.append((np.log(Z) - res["chain"]["lnZ"], g - res["chain"]["Ghalf"]))
    print(f"M={Mb}: error lnZ {errs[-1][0]:.3e}, error G(beta/2) {errs[-1][1]:.3e}")
for q in range(2):
    assert 1.8 < errs[1][q] / errs[2][q] < 2.2

# interacting bath with the same one-particle Green function
Ub = 2.0
atom = diagonalize(-Ub / 2 * I2, [(0, 1, Ub)], beta)
def pair(v):
    hf = spinful(ed, np.diag([-Ub / 2, Ub / 2]), [v / np.sqrt(2)] * 2)
    f = diagonalize(hf, [(0, 1, U)], beta)
    i = diagonalize(spinful(ed, np.array([[-Ub / 2]]), [v]), [(0, 1, U), (2, 3, Ub)], beta)
    return hf, f, i, (i["lnZ"] - atom["lnZ"]) - (f["lnZ"] - lnZbath(hf))
hf, f, i, gap = pair(V)
for n in range(4):
    assert abs(V ** 2 * atom["G"](1j * wn(n)) - delta_of(hf)(1j * wn(n))[0, 0]) < 1e-12
assert abs(f["G"](1j * wn(0)) - i["G"](1j * wn(0))) > 1e-4 and abs(gap) > 1e-4
print(f"Hubbard-atom bath U_b={Ub} [t]: common Delta(iw0)={delta_of(hf)(1j*wn(0))[0,0]:.6f} [t]")
print(f"G(iw0) free bath {f['G'](1j*wn(0)):.6f}, interacting {i['G'](1j*wn(0)):.6f} [1/t]")
print(f"<Sz(b/2)Sz> free {f['SzSz']:.6f}, interacting {i['SzSz']:.6f}; ln(Z/Zbath) gap {gap:.6f}")
g1, g2 = pair(0.08)[3], pair(0.04)[3]
power = np.log2(g1 / g2)
assert abs(power - 4) < 0.2
print(f"gap at V=0.08, 0.04 [t]: {g1:.3e}, {g2:.3e}; power of V = {power:.3f}")
print("all tests passed")
```

Printed output:

```
inputs [t]: e_d=-1.5 U=4.0 V=1.0 e_b=0.5 t=1.0; beta=2.0 [1/t]
chain hopping=1.414214 [t]; w_0=1.570796 [t]
ring levels [t]: [-1.5  0.5  0.5  2.5]
star levels [t]: [-1.5  0.5  2.5]  couplings [t]: [0.5      0.707107 0.5     ]
Berezin Gaussian identity, max error 3.6e-15
Delta(iw_0) ring   = -0.084202-0.417318j [t]
Delta(iw_0) chain  = -0.084202-0.417318j [t]
Delta(iw_0) star   = -0.084202-0.417318j [t]
Delta(iw_0) middle = 0.015594-0.256585j [t]
Delta(tau=beta/2) = -0.295226 [t^2]
poles rebuilt from 6 Matsubara values [t]: [-1.5  0.5  2.5]
G4=<d_up(.75b) d_dn(.5b) d+_dn(.2b) d+_up(0)>, b=beta
quantity           ring      chain     star      middle(control)
ln(Z/Zbath)       4.533699  4.533699  4.533699  4.323170
n_d               0.943015  0.943015  0.943015  0.952945
<n_up n_dn>       0.049703  0.049703  0.049703  0.035563
Re G(iw0) [1/t]  -0.003307 -0.003307 -0.003307  0.003740
Im G(iw0) [1/t]  -0.311145 -0.311145 -0.311145 -0.301672
G(beta/2)        -0.202465 -0.202465 -0.202465 -0.193364
<Sz(b/2)Sz>       0.172752  0.172752  0.172752  0.197064
G4                0.063275  0.063275  0.063275  0.060135
<H_hyb> [t]      -0.844280 -0.844280 -0.844280 -0.621540
ln Z             11.897351 11.270828 11.270828 11.060299
N_bath            3.048121  2.510238  2.510238  2.426072
max spread ring/chain/star = 3.6e-15; smallest control difference = 3.14e-03
dark orbital: lnZ shift 0.626523, N_bath shift 0.537883
U=0: G(iw0) = 0.245145-0.307648j [1/t]
(2/beta) sum tr Delta G = -0.844280 [t]
M=8, s=3: eps=0.25 [1/t], z_0=0.304482+1.530734j [t], Delta(z_0)=-0.037107-0.443164j [t]
columns: Z_imp, <d_up T^s d+_up>, <(1-n_up) T^s (1-n_dn)>
action(rebuilt Delta): 53.31877879 0.25569496 0.10465977
trace ring           : 53.31877879 0.25569496 0.10465977
trace chain          : 53.31877879 0.25569496 0.10465977
trace star           : 53.31877879 0.25569496 0.10465977
random spin-mixing bath: <d_up T^s d+_dn> trace 0.02991288+0.07911524j
                                          action 0.02991288+0.07911524j
M=400: error lnZ -3.828e-02, error G(beta/2) -1.234e-03
M=800: error lnZ -1.920e-02, error G(beta/2) -6.175e-04
M=1600: error lnZ -9.616e-03, error G(beta/2) -3.088e-04
Hubbard-atom bath U_b=2.0 [t]: common Delta(iw0)=-0.000000-0.453018j [t]
G(iw0) free bath -0.006145-0.316307j, interacting -0.003655-0.295130j [1/t]
<Sz(b/2)Sz> free 0.165727, interacting 0.147286; ln(Z/Zbath) gap 0.128217
gap at V=0.08, 0.04 [t]: 7.572e-06, 4.738e-07; power of V = 3.998
all tests passed
```
